# One-loop g-ology: marginal backscattering and the spin gap without umklapp

## 1. Spinless fermions: no flow

Consider spinless fermions in one dimension near their two Fermi points. A right mover $R_k$ has energy $vk$ and a left mover $L_k$ has energy $-vk$. Momentum $k$ is measured from the respective Fermi point, $v$ is the Fermi velocity and $\hbar=1$. In a system of length $\Omega$ the movers interact through

$$H_{\rm int}=\frac g\Omega\sum_{k_1+k_2=k_3+k_4}R^\dagger_{k_1}L^\dagger_{k_2}L_{k_3}R_{k_4}.$$

Keep the levels $k=0$, with occupations $n_R,n_L$, and eliminate the levels $k=\pm q$, $q>0$. In the ground state $R_{-q}$ and $L_q$ are filled, while $R_q$ and $L_{-q}$ are empty. Momentum conservation allows four virtual processes that involve the kept levels:

- (a) Both kept particles jump out, to $R_q$ and $L_{-q}$. This needs $n_R=n_L=1$.
- (b) The particles in $R_{-q}$ and $L_q$ jump into the kept levels. This needs $n_R=n_L=0$.
- (c) $R_{-q}\to R_0$ while $L_0\to L_{-q}$. This needs $n_R=0$, $n_L=1$.
- (d) $L_q\to L_0$ while $R_0\to R_q$. This needs $n_R=1$, $n_L=0$.

Each intermediate state costs $2vq$, so the second-order energy is

$$\delta E=-\frac{g^2}{2vq\,\Omega^2}\big[n_Rn_L+(1-n_R)(1-n_L)+(1-n_R)n_L+n_R(1-n_L)\big].$$

The bracket equals 1 for every occupation. The shift is a constant, and $g$ does not change. Processes (a) and (b), the particle-particle channel, give $n_Rn_L$ the coefficient $+2$ in the bracket; (c) and (d), the particle-hole channel, give $-2$. With spin the same four processes occur, but the spin matrices multiply in different orders in the two channels. The flow comes from this difference.

## 2. The model with spin

With spin indices $s,t$, the interaction density is

$$\mathcal H_{\rm int}=\sum_{s,t}\big[g_2R^\dagger_sL^\dagger_tL_tR_s+g_1R^\dagger_sL^\dagger_tR_tL_s\big].$$

Here $g_2$ is forward scattering and $g_1$ is backscattering. The assumptions are weak coupling, spin-rotation symmetry and no umklapp, meaning no process that turns two right movers into two left movers or the reverse. Scattering within one branch is dropped: it contains no pair of opposite movers from which the logarithm below could arise, and at this order it only adjusts velocities.

Since $R_tL_s=-L_sR_t$, the $g_1$ term is $-g_1R^\dagger_sL^\dagger_tL_sR_t$. It exchanges the spins of the two movers. On the spin space of an $R$–$L$ pair the vertex is therefore

$$V=g_2-g_1P,\qquad P=\tfrac12(1+\boldsymbol\sigma\cdot\boldsymbol\tau),$$

with $\boldsymbol\sigma$ acting on the right mover and $\boldsymbol\tau$ on the left mover. Hence

$$V=A+B\,\boldsymbol\sigma\cdot\boldsymbol\tau,\qquad A=g_2-\frac{g_1}2,\qquad B=-\frac{g_1}2 .$$

Let $\sigma^0=1$, $v_0=A$ and $v_1=v_2=v_3=B$. Moving $R$ past the pair $L^\dagger L$ costs no sign, so

$$\mathcal H_{\rm int}=\sum_{\mu=0}^3v_\mu\,(R^\dagger\sigma^\mu R)(L^\dagger\sigma^\mu L).$$

## 3. Eliminating a shell

The effective Hamiltonian of the kept levels is $\delta H=-\sum H_{\rm int}\,(1/2vq)\,H_{\rm int}$, summed over the four processes. Let vertex $\nu$ act first and $\mu$ second. Below, $R$ and $L$ without a momentum label are the kept levels.

When an eliminated level is empty, as $R_q$ is in (a), the contraction $R_{q,a}R^\dagger_{q,b}\to\delta_{ab}$ gives

$$R^\dagger\sigma^\mu\sigma^\nu R .$$

When it is filled, as $R_{-q}$ is in (b), the contraction $R^\dagger_{-q,a}R_{-q,b}\to\delta_{ab}$ gives

$$\sum_{d,e}(\sigma^\nu\sigma^\mu)_{ed}\,R_dR^\dagger_e={\rm tr}(\sigma^\nu\sigma^\mu)-R^\dagger\sigma^\nu\sigma^\mu R .$$

Both the order of the matrices and the sign are reversed. The left movers obey the same rules. The two-body parts are:

- (a) $+(R^\dagger\sigma^\mu\sigma^\nu R)(L^\dagger\sigma^\mu\sigma^\nu L)$
- (b) $+(R^\dagger\sigma^\nu\sigma^\mu R)(L^\dagger\sigma^\nu\sigma^\mu L)$
- (c) $-(R^\dagger\sigma^\nu\sigma^\mu R)(L^\dagger\sigma^\mu\sigma^\nu L)$
- (d) $-(R^\dagger\sigma^\mu\sigma^\nu R)(L^\dagger\sigma^\nu\sigma^\mu L)$

The traces vanish unless $\mu=\nu$. The resulting one-body terms of (b) have the opposite sign to those of (c) and (d) and cancel them. A further process, $R_{-q}\to R_q$ with $L_q\to L_{-q}$, does not touch the kept levels and adds a constant.

The weight $v_\mu v_\nu$ is symmetric, so $\mu$ and $\nu$ may be interchanged in (b) and (c). The sum is

$$\delta H=-\frac1{vq\,\Omega^2}\sum_{\mu\nu}v_\mu v_\nu\,(R^\dagger\sigma^\mu\sigma^\nu R)\,(L^\dagger[\sigma^\mu,\sigma^\nu]L).$$

Terms with $\mu=0$ or $\nu=0$ drop out because the unit matrix commutes with everything. For spatial indices $[\sigma^i,\sigma^j]=2i\epsilon_{ijk}\sigma^k$, and this antisymmetric factor selects the part $i\epsilon_{ijm}\sigma^m$ of $\sigma^i\sigma^j$. With $\sum_{ij}\epsilon_{ijm}\epsilon_{ijk}=2\delta_{mk}$, the numerical factor is $i\cdot2i\cdot2=-4$, so

$$\delta H=+\frac{4B^2}{vq\,\Omega^2}\,(R^\dagger\boldsymbol\sigma R)\cdot(L^\dagger\boldsymbol\sigma L).$$

The first-order interaction carries the prefactor $1/\Omega$. Comparison gives

$$\delta A=0,\qquad \delta B=\frac{4B^2}{\Omega vq}.$$

The real low-energy theory keeps many levels with $|k|\ll q$. Their momenta change the denominator $2vq$ by relative order $k/q$, which is neglected at one-loop accuracy. Let $\Lambda$ be the running momentum cutoff, $\Lambda_0$ its initial value and $l=\ln(\Lambda_0/\Lambda)$. Levels are spaced by $2\pi/\Omega$, so the shell $\Lambda e^{-dl}<q<\Lambda$ contributes

$$\sum_q\frac1{\Omega vq}\to\int\frac{dq}{2\pi}\frac1{vq}=\frac{dl}{2\pi v}.$$

Therefore $dA/dl=0$ and $dB/dl=2B^2/(\pi v)$. Inserting $B=-g_1/2$ gives $-\tfrac12\,dg_1/dl=g_1^2/(2\pi v)$, and $g_2=A+g_1/2$ changes at half the rate of $g_1$:

$$\boxed{\frac{dg_1}{dl}=-\frac{g_1^2}{\pi v},\qquad\frac{dg_2}{dl}=-\frac{g_1^2}{2\pi v}}$$

The combination $g_1-2g_2=-2A$ is invariant. It multiplies the product of the two densities, which contains no spin matrix and so no commutator. In this model the charge coupling does not flow at one loop, while the spin coupling does.

### Separate channels

Code that sums the two channels separately needs their individual shifts. In units of $1/(\Omega vq)$ the particle-particle channel gives $\delta V=-V^2$. With $P^2=1$,

$$V^2=g_1^2+g_2^2-2g_1g_2P\ \Rightarrow\ \delta g_1=-2g_1g_2,\quad\delta g_2=-g_1^2-g_2^2 .$$

In the particle-hole channel the reversed order turns $(\boldsymbol\sigma\cdot\boldsymbol\tau)^2=3-2\boldsymbol\sigma\cdot\boldsymbol\tau$ into $3+2\boldsymbol\sigma\cdot\boldsymbol\tau$. Then $\delta A=A^2+3B^2$ and $\delta B=2AB+2B^2$, so

$$\delta g_1=-2\,\delta B=2g_1g_2-2g_1^2,\qquad \delta g_2=\delta A-\delta B=(A-B)^2=g_2^2 .$$

For $g_1=0.7$ and $g_2=0.4$, the particle-particle shifts of $(g_1,g_2)$ are $(-0.56,-0.65)$ and the particle-hole shifts are $(-0.42,+0.16)$. Their sum is $(-0.98,-0.49)$, which leaves $g_1-2g_2$ unchanged. Neither channel alone does so: the first changes it by $+0.74$ and the second by $-0.74$. Keeping one channel alone would therefore break the invariance.

## 4. Solution of the flow

Dividing the first equation by $-g_1^2$ gives $d(1/g_1)/dl=1/(\pi v)$. With initial values $g_1,g_2$,

$$g_1(l)=\frac{g_1}{1+g_1l/(\pi v)},\qquad g_2(l)=g_2-\frac{g_1}2+\frac{g_1(l)}2 .$$

**Repulsion, $g_1>0$.** For $l\gg\pi v/g_1$,

$$g_1(l)\to\frac{\pi v}{l}=\frac{\pi v}{\ln(\Lambda_0/\Lambda)} .$$

The initial strength drops out of the leading term. The decay is logarithmic in the scale because the beta function starts at second order; a linear term would give a power law. The forward coupling tends to $g_2-g_1/2$. For a finite chain the flow stops near $\Lambda\sim1/\Omega$, at $l\simeq\ln(\Lambda_0\Omega)$. A residual coupling $g_1(l)/(\pi v)=1/[\pi v/g_1+\ln(\Lambda_0\Omega)]$ remains. Quantities that depend linearly on $g_1$ carry corrections of this size, which approach $1/\ln(\Lambda_0\Omega)$ only once $\ln(\Lambda_0\Omega)\gg\pi v/g_1$ and should not be fitted by a power of $1/\Omega$.

**Attraction, $g_1<0$.** The magnitude grows and the one-loop formula diverges at

$$l^*=\frac{\pi v}{|g_1|}.$$

The equations hold for $|g_1(l)|\ll\pi v$, so an integration must be stopped before $l^*$. The divergence by itself shows that perturbation theory fails at the scale $\Lambda_0e^{-l^*}$. That the strong-coupling state has a spin gap is a separate statement.

## 5. Why the attractive spin sector is gapped

Introduce boson fields for each spin by

$$\rho_R+\rho_L=-\frac{\partial_x\phi}\pi,\qquad\rho_R-\rho_L=\frac{\partial_x\theta}\pi,\qquad R^\dagger L=\frac{e^{2i\phi}}{2\pi\alpha},$$

where $\alpha$ is a short-distance cutoff. The kinetic energy density is $(v/2\pi)[(\partial_x\theta)^2+(\partial_x\phi)^2]$. The spin field is $\phi_\sigma=(\phi_\uparrow-\phi_\downarrow)/\sqrt2$, and likewise for $\theta_\sigma$ and $\rho_\sigma$.

The $z$ part of the spin coupling is $B(\sqrt2\rho_{\sigma R})(\sqrt2\rho_{\sigma L})=-g_1\rho_{\sigma R}\rho_{\sigma L}$. Since $\rho_{\sigma R}\rho_{\sigma L}=[(\partial_x\phi_\sigma)^2-(\partial_x\theta_\sigma)^2]/(4\pi^2)$, the quadratic part becomes

$$\frac v{2\pi}\Big[(1+x)(\partial_x\theta_\sigma)^2+(1-x)(\partial_x\phi_\sigma)^2\Big],\qquad x=\frac{g_1}{2\pi v}.$$

Matching this to $(u/2\pi)[K_\sigma(\partial_x\theta_\sigma)^2+(\partial_x\phi_\sigma)^2/K_\sigma]$ gives

$$K_\sigma=\sqrt{\frac{1+x}{1-x}},\qquad u=v\sqrt{1-x^2}.$$

The $x$ and $y$ parts are $2B(R^\dagger_\uparrow R_\downarrow L^\dagger_\downarrow L_\uparrow+{\rm h.c.})$. Reordering gives one minus sign, which cancels that of $B$:

$$g_1(R^\dagger_\uparrow L_\uparrow L^\dagger_\downarrow R_\downarrow+{\rm h.c.})=\frac{g_1}{2\pi^2\alpha^2}\cos(\sqrt8\,\phi_\sigma).$$

The spin sector is thus a sine-Gordon model. For repulsion the cosine flows to zero and $K_\sigma\to1$, which leaves a gapless free boson. For attraction $K_\sigma$ falls below 1 and the cosine grows.

At $K_\sigma=1/2$ the model can be solved. Define $\phi'=\sqrt2\phi_\sigma$ and $\theta'=\theta_\sigma/\sqrt2$, which preserves the commutator. The quadratic part then has $K=1$ and describes free spinless fermions $R',L'$ of velocity $u$. Because $R'^\dagger L'+{\rm h.c.}=\cos(2\phi')/(\pi\alpha)$, the cosine becomes the mass term

$$\frac{g_1}{2\pi\alpha}(R'^\dagger L'+{\rm h.c.}).$$

For each $k$ the matrix has diagonal entries $\pm uk$ and off-diagonal entries $g_1/(2\pi\alpha)$, so

$$E_k=\pm\sqrt{u^2k^2+m^2},\qquad m=\frac{|g_1|}{2\pi\alpha}.$$

The spin density is $-\partial_x\phi_\sigma/(\sqrt2\pi)=-\partial_x\phi'/(2\pi)$, half the fermion density. One fermion carries spin $1/2$, and a spin-1 excitation costs at least $2m$.

The condition $K_\sigma=1/2$ requires $(1+x)/(1-x)=1/4$, hence $x=-3/5$ and $g_1=-1.2\,\pi v$. This lies outside the controlled range of the one-loop flow. The number itself is not universal: the formula for $K_\sigma$ treats the $z$ part to all orders and the transverse part not at all, so it agrees with the spin-symmetric flow only to first order in $x$, and the coupling at which $K_\sigma=1/2$ depends on how the theory is continued to strong coupling. Joining weak attraction to this gapped point assumes that no transition intervenes. Section 7 does not trace this path; it shows directly, for one lattice model, that weak attraction already gives a nonzero gap.

Granting it, the exponent follows from scaling. Lengths shrink by $e^{-l}$ in cutoff units, so the gap obeys $\Delta(g_1)=e^{-l}\Delta(g_1(l))$. Stop at a fixed coupling $-c$, where $l=\pi v/|g_1|-\pi v/c$. Then

$$\Delta=C\,e^{-\pi v/|g_1|}.$$

One loop does not determine the prefactor. Suppose the next term is cubic: with $y=g_1/(\pi v)$, let $dy/dl=-y^2-by^3$. Then $dl\simeq-dy\,(1/y^2-b/y)$, and integration from $y$ to a fixed value gives $l=1/|y|-b\ln|y|+{\rm const}$. The prefactor $C$ thus acquires a factor $|g_1|^b$, while the exponential stays as it is.

## 6. Example: a Hubbard chain at density one half

Take hopping $t=1$, lattice constant $a=1$, on-site interaction $Un_\uparrow n_\downarrow$ and density $1/2$ per site. Then $k_F=\pi/4$ and

$$v=2\sin k_F=1.4142,\qquad \pi v=4.4429 .$$

Two-particle umklapp would need $4k_F=2\pi$; here $4k_F=\pi$, so it is absent. A contact interaction acts between opposite spins, and its direct and exchange amplitudes are both $U$. Hence $g_1=g_2=U$, and the parallel-spin coupling $g_2-g_1$ vanishes as the Pauli principle demands.

For $U=+1$ the invariant is $1-2=-1$. At $l=5$,

$$g_1=\frac1{1+5/4.4429}=0.4705,\qquad g_2=\frac12+\frac{0.4705}2=0.7353 ,$$

and $0.4705-2(0.7353)=-1.000$. Later values show how slow the decay is:

| $l$ | $g_1$ | $g_2$ | $g_1l/(\pi v)$ |
|---:|---:|---:|---:|
| 5 | 0.4705 | 0.7353 | 0.529 |
| 20 | 0.1818 | 0.5909 | 0.818 |
| 100 | 0.0425 | 0.5213 | 0.957 |

The last column tends to 1 in the asymptotic regime. At $l=20$ the length scale has grown by $e^{20}$, about $5\times10^8$, and this ratio is still 18% below its limit: the law $\pi v/l=0.222$ overestimates $g_1=0.182$ by 22%. These are values of the one-loop formula with the bare velocity, not properties of the $U=1$ chain to the digits shown. The dropped intra-branch scattering lowers the spin velocity at first order, by about $U/(2\pi)$: the Bethe ansatz gives 1.259 at $U=1$, 11% below $v$. A cubic term with $b=1/2$, as suggested in Section 7, changes $g_1$ in the table to 0.453, 0.176 and 0.0419.

For $U=-1$, $l^*=4.4429$ and $e^{-l^*}=0.0118$. At $l^*/2$ the backscattering has doubled to $-2$ and $g_2=-1.5$; the invariant keeps its value $+1$. At $0.9\,l^*$ the formula gives $g_1=-10$, or $|g_1|/(\pi v)=2.25$, which has no quantitative meaning.

## 7. The gap from the Bethe ansatz

The attractive Hubbard chain has a Bethe-ansatz solution, which gives the gap without a renormalization group. Its equations are taken here as outside input. Let $w=|U|/4$ and $a_n(\lambda)=nw/\{\pi[(nw)^2+\lambda^2]\}$, and let $s(\lambda)=\sqrt{1-(\lambda-iw)^2}$. Bound pairs fill $|\lambda|<Q$, with density $\rho$ and energy $\varepsilon$:

$$\rho=\frac1\pi{\rm Re}\frac1s-a_2*\rho,\qquad \varepsilon=-4\,{\rm Re}\,s-2\mu-a_2*\varepsilon .$$

The star is a convolution over $|\lambda|<Q$. The conditions $2\int\rho\,d\lambda=1/2$ and $\varepsilon(Q)=0$ fix $Q$ and the chemical potential $\mu$. Turning one spin over breaks a pair into two fermions and costs

$$\Delta=2\Big[-2-\mu-\int_{-Q}^{Q}a_1(\lambda)\,\varepsilon(\lambda)\,d\lambda\Big].$$

The integral equations were solved by Gauss–Legendre quadrature with 300 nodes. The local exponent $S=-d\ln\Delta/d(1/|U|)$ was found from a central difference with step 0.1 in $1/|U|$. This step affects the last digit at $|U|=1$, where a step of 0.02 gives 5.042 instead of 5.045; the other two entries move by at most 0.0003.

| $\lvert U\rvert$ | $\Delta$ | $e^{-\pi v/\lvert U\rvert}$ | $S$ |
|---:|---:|---:|---:|
| 1 | $1.99\times10^{-2}$ | $1.18\times10^{-2}$ | 5.045 |
| 0.5 | $1.57\times10^{-4}$ | $1.38\times10^{-4}$ | 4.721 |
| 0.25 | $1.49\times10^{-8}$ | $1.91\times10^{-8}$ | 4.575 |

The gap is nonzero at each attraction listed. Its ratio to the exponential falls from 1.69 to 0.78, so the prefactor depends on $U$. A factor $|U|^b$ would give $S=\pi v+b|U|$. The excess of $S$ over 4.443, divided by $|U|$, is 0.60, 0.56 and 0.53, which suggests $b$ near $1/2$; this is an inference from the numbers. Linear extrapolation from the last two rows gives $2(4.575)-4.721=4.429$ at $U=0$, which is 0.3% below $\pi v$.

The exponential is dimensionless. It is close to $\Delta/t$ in the table only because the prefactor happens to be of order $t$ at this density and these couplings, so a gap value needs the prefactor. At half filling $4k_F=2\pi$, umklapp adds further second-order terms, and the invariance derived here no longer follows. If spin-rotation symmetry is broken, the coefficients of $\sigma^z\tau^z$ and of the transverse terms must be followed separately.

Numerical values quoted here were computed with a short program.
